# Minimum-norm correction of noisy cubic force constants under joint symmetry constraints

## What noise does to a soft phonon

Suppose that third-order force constants have been obtained from forces with random errors. Moving a whole crystal then changes its computed internal forces. The defect is worst for soft phonons, meaning here long acoustic waves of low frequency and not modes near an instability. Such waves locally resemble rigid translations: their coupling to other phonons should vanish with the wave number $q$, but the errors leave a constant. After multiplication by the zero-point amplitude, proportional to $q^{-1/2}$, the coupling diverges instead of vanishing.

In the example below, at $q=0.001$ in units of $2\pi/a$, a tensor with permutation symmetry alone gives a coupling of 0.71 meV where the true model value is 0.066 meV. A single orthogonal projection removes the divergence by imposing the translational sum rules and permutation symmetry together.

## The constraints

The algebra uses atomic units, so $\hbar=1$. Take a crystal with one atom per primitive cell, and let $u_{ia}$ be the displacement of atom $i$ along $a$. The cubic energy and force are

$$E_3=\frac16\sum_{ijk,abc}\Phi^{abc}_{ijk}u_{ia}u_{jb}u_{kc},\qquad
F_{ia}=-\frac12\sum_{jk,bc}\Phi^{abc}_{ijk}u_{jb}u_{kc}.$$

The factor in $F$ arises because differentiating $E_3$ gives three equal terms, and $3/6=1/2$. They are equal because mixed derivatives do not depend on their order. With lattice translation used to return the first atom to the origin, this permutation symmetry reads

$$\Phi^{abc}(0,R,R')=\Phi^{acb}(0,R',R)=\Phi^{bac}(0,-R,R'-R).$$

The second equality exchanges the first two atoms of the original triplet and then subtracts $R$ from all positions; it is to be read as a relation to the first expression.

A rigid displacement $t$ leaves the energy unchanged. Replacing $u,t$ by $\lambda u,\lambda t$ and comparing powers of $\lambda$ shows that each order is separately invariant. Hence $F(u+t)=F(u)$ for every $u$ and $t$. Expanding the force on the home atom gives

$$F_a(u+t)-F_a(u)=-\sum_{RR',bc}\Phi^{abc}(0,R,R')u_{Rb}t_c
-\frac12\sum_{RR',bc}\Phi^{abc}(0,R,R')t_bt_c.$$

The two cross terms were combined by permutation symmetry. Since $u$ is arbitrary, the first term requires

$$G_R^{abc}\equiv\sum_{R'}\Phi^{abc}(0,R,R')=0
\quad\text{for every }R,a,b,c.$$

The second term then vanishes too. Permutation symmetry carries the rule to the other two indices.

Checking $F(t)=0$ alone is weaker. It tests the double sum $Z^{abc}=\sum_RG_R^{abc}$. If inversion symmetry holds, $\Phi(0,-R,-R')=-\Phi(0,R,R')$, so the terms of $Z$ cancel in pairs even when the individual $G_R$ are wrong. A useful check therefore compares $F(u+t)$ with $F(u)$ for a nonuniform $u$.

## The joint projection

Store the components for a finite set of triplets that is closed under relabelling. Let $\phi_0$ be the noisy vector of $n$ components. We seek the $\phi$ that obeys all constraints and minimizes $\frac12\|\phi-\phi_0\|^2$, with equal weight for every stored component.

Permutations sort the components into orbits whose members must be equal. For an orbit of size $m$, form a column with entries $1/\sqrt m$ on its members and zero elsewhere. These columns make a matrix $B$ with $B^TB=1$, and every permutation-symmetric tensor is $\phi=By$. The product $BB^T$ replaces each component by its orbit average.

Let $C$ contain the sum rules. Different rules $(R,a,b,c)$ involve different components, so the rows are orthogonal. Dividing a row with $n_R$ terms by $\sqrt{n_R}$ makes them orthonormal, $CC^T=1$. With $M=CB$ and $y_0=B^T\phi_0$, the constraint is $My=0$, and

$$\|By-\phi_0\|^2=\|y-y_0\|^2+\|(1-BB^T)\phi_0\|^2,$$

because the two parts of the difference are orthogonal. The last term is fixed. The Lagrangian

$$L=\frac12\|y-y_0\|^2+\lambda^TMy$$

is stationary when $y=y_0-M^T\lambda$. Inserting this into $My=0$ gives $MM^T\lambda=My_0$. Some sum rules are redundant, so $MM^T$ may be singular, but $My_0$ lies in its range and the pseudoinverse gives a solution:

$$y=y_0-M^T(MM^T)^+My_0=(1-M^+M)y_0,$$

$$\boxed{\phi=P\phi_0,\qquad P=B(1-M^+M)B^T.}$$

The minimizer is unique because a strictly convex function is minimized on a linear space. Numerically, let $V_r$ hold the right singular vectors of $M$ with nonzero singular values. The algorithm has three operations:

1. Average over orbits: $y_0=B^T\phi_0$.
2. Remove the violating directions: $y=y_0-V_rV_r^Ty_0$.
3. Restore the components: $\phi=By$.

### The limit without a cutoff

For a finite cluster with all triplets retained, let $Q$ remove uniform translations from a displacement vector. The operator $Q\otimes Q\otimes Q$ enforces the sum rule on every index. It treats the three indices alike, so it commutes with the average $S$ over their permutations. A product of commuting orthogonal projectors projects onto their common subspace, hence

$$P_{\text{full}}=(Q\otimes Q\otimes Q)S.$$

Here the two corrections may be made one after the other. With a cutoff, $Q\otimes Q\otimes Q$ would fill triplets that must remain zero. Discarding the filled entries preserves permutation symmetry but generally breaks the sum rules again. The projection must then be built on the retained triplets, as $P$ is.

### Why one pass is insufficient

The sum rules on the last index alone are enforced by $1-C^TC$. This correction treats one index differently from the other two, so it generally does not commute with orbit averaging, even without a cutoff. Follow it by orbit averaging. In the coordinates $y$, one cycle is

$$y\mapsto B^T(1-C^TC)By=(1-M^TM)y.$$

A right singular vector of $M$ with singular value $\sigma$ is multiplied by $1-\sigma^2$. Vectors with $\sigma=0$ are feasible and stay unchanged. Repeated cycles therefore converge to the joint projection, and the slowest-decaying part of the error is multiplied by

$$\rho=1-\sigma_{\min}^2$$

per cycle, where $\sigma_{\min}$ is the smallest nonzero singular value. A single cycle suffices only if every nonzero $\sigma$ equals one.

## Error analysis

Write $\phi_0=\phi_*+\eta$, where $\phi_*$ is the true tensor. If $\phi_*$ is feasible, $P\phi_*=\phi_*$ and the corrected error is $P\eta$. Orthogonality gives

$$\|P\eta\|^2=\|\eta\|^2-\|(1-P)\eta\|^2\leq\|\eta\|^2.$$

The total squared error cannot grow, although an individual component may become worse. For independent errors of zero mean and variance $\sigma_\Phi^2$,

$$\langle\|P\eta\|^2\rangle
=\sum_{mn}(P^TP)_{mn}\langle\eta_m\eta_n\rangle
=\sigma_\Phi^2\operatorname{tr}P=\sigma_\Phi^2d,$$

where $d$ is the number of free constants. The root-mean-square (RMS) error is thus multiplied by $\sqrt{d/n}$.

A cutoff can make the retained part $\phi_c$ of the true tensor infeasible. The corrected error is then $P\eta-(1-P)\phi_c$, with squared norm

$$\|P\eta\|^2+\|(1-P)\phi_c\|^2.$$

Comparison with $\|\eta\|^2=\|P\eta\|^2+\|(1-P)\eta\|^2$ shows that projection reduces the total squared error when $\|(1-P)\eta\|>\|(1-P)\phi_c\|$. Otherwise it still restores the sum rules, but without reducing that error, and a larger cutoff should be considered.

If the errors have a known, nonsingular covariance $K$, the appropriate objective is $\frac12(\phi-\phi_0)^TK^{-1}(\phi-\phi_0)$. Collect all constraints in $A\phi=0$. Stationarity gives $\phi=\phi_0-KA^T\lambda$, and the constraint fixes $\lambda$:

$$\phi=\phi_0-KA^T(AKA^T)^+A\phi_0.$$

This matters when the same force value enters several constants, since their errors are then correlated.

### Noise from finite differences

Let $p$ and $r$ denote two displacement coordinates, each moved by $\pm h$. A component is measured as

$$\Phi_{apr}\approx-\frac{F_a^{++}-F_a^{+-}-F_a^{-+}+F_a^{--}}{4h^2}.$$

Four independent force errors of standard deviation $\sigma_F$ add in variance, so

$$\sigma_\Phi=\frac{\sqrt{4\sigma_F^2}}{4h^2}=\frac{\sigma_F}{2h^2}.$$

A central difference equals $\partial+h^2\partial^3/6+\dots$. The product of two has the leading bias $-(h^2/6)(\partial_p^3\partial_r+\partial_p\partial_r^3)F_a$. Noise falls as $h^{-2}$ while bias grows as $h^2$.

## An fcc example

The model has nearest-neighbour distance $r_0=2.71$ Å and atomic mass 192.2 u. Each bond has the Morse energy

$$V(r)=w\left[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}\right],$$

with $w=1.0$ eV and $\alpha=1.6$ Å$^{-1}$. Differentiation at $r_0$ gives

$$V''=2w\alpha^2=5.12\ \text{eV/Å}^2,\qquad
V'''=-6w\alpha^3=-24.6\ \text{eV/Å}^3.$$

Each triangle of mutual neighbours adds $g s_1s_2s_3$, where the $s_i$ are its bond extensions and $g=-5$ eV/Å$^3$. This term makes the cubic constants genuinely three-body without changing the harmonic ones.

### Counting the constants

The support contains triplets whose atoms coincide or are nearest neighbours. There is 1 triplet on one site, there are $3\times12=36$ on two sites and $12\times4=48$ on three, giving 85 triplets and $85\times27=2295$ components.

The one-site tensor is fully symmetric and has 10 constants. Two-site triplets have 12 choices of direction from the doubled site to the single one, with $6\times3=18$ constants each, giving 216. Three-site components form orbits of six, giving $48\times27/6=216$. The total is 442 orbits.

There are $13\times27=351$ sum rules. Exchanging the first two atoms gives $G_R^{abc}=G_{-R}^{bac}$. This leaves $6\times27=162$ rules for $R\ne0$ and 18 for $R=0$, or 180. Eleven further relations follow:

- The double sum $Z^{abc}$ is automatically symmetric in all three indices. Its 18 components, already symmetric in $a,b$, therefore contain 10 independent ones: 8 relations.
- Let $x_1,x_2,x_3$ be the positions of a triplet. By cyclic relabelling, contraction of $\Phi^{abc}$ with $\epsilon_{abc}$ gives the same total when weighted by $x_2-x_1$, $x_3-x_2$ or $x_1-x_3$. These weights add to zero, so each total vanishes. Thus $\sum_R R\,\epsilon_{abc}G_R^{abc}=0$: 3 relations, one per component of $R$.

Hence at most $180-11=169$ rules are independent. The singular values confirm a rank of 169, leaving $442-169=273$ free constants.

### Correction and its error

With $h=0.03$ Å and $\sigma_F=0.001$ eV/Å, the expected component noise is

$$\frac{0.001}{2(0.03)^2}=0.556\ \text{eV/Å}^3.$$

Each component was measured with its own four force errors. This includes the case $p=r$, where the two mixed terms both refer to the undisplaced crystal; reusing a single force there would multiply the noise of that component by $\sqrt6/2\approx1.22$. The RMS finite-difference bias, 0.0043 eV/Å$^3$, is negligible beside this noise. Extrapolating the two leading laws, they would be equal near $0.03(0.556/0.0043)^{1/4}\approx0.10$ Å, so a larger step would reduce the raw error here.

The RMS true component is 5.10 eV/Å$^3$. Relative to the true tensor, the RMS errors are:

| Tensor | Error (eV/Å$^3$) |
|---|---:|
| Raw | 0.569 |
| Permutation symmetry only | 0.256 |
| Joint projection | 0.203 |

The corrected error is $1.11\times10^{-3}$ hartree/bohr$^3$. The predicted noise factor is $\sqrt{273/2295}=0.345$; 400 white-noise samples gave 0.344. For this single data set the expected error is $0.345\times0.556=0.192$ eV/Å$^3$. The observed value is 6% higher. For Gaussian noise in 273 directions the relative spread is about $1/\sqrt{2\times273}=4\%$, so the difference is unremarkable.

The largest sum-rule violation falls from 4.9 to $8\times10^{-14}$ eV/Å$^3$, and permutation symmetry holds to machine precision. An independent iterative least-squares solution of all constraints differs from the projected tensor by at most $5\times10^{-13}$ eV/Å$^3$.

One pass of separate corrections, with the sums corrected on the last index only, fails in either order. Enforcing the sums last leaves a permutation violation of 0.41 eV/Å$^3$; enforcing permutations last leaves a sum violation of 1.56 eV/Å$^3$. The predicted cycle factor is $\rho=0.7778$, and the measured late factor agrees to four digits. Reducing the initial error by $10^8$ took 69 cycles. If all of it had decayed at the slowest rate, $\ln10^8/|\ln0.7778|\approx73$ cycles would have been needed.

### Rigid displacement

A uniform displacement of 0.1 Å produces a cubic force of 0.014 eV/Å with the raw tensor and $3\times10^{-16}$ eV/Å after correction.

The stronger check uses a periodic cell of 32 atoms with random displacements of standard deviation 0.05 Å per coordinate. When the same rigid shift is added, the largest change in the force on any atom is 0.087 eV/Å with permutation symmetry alone, and $3\times10^{-15}$ eV/Å after the joint correction. The corrected forces also sum to zero and equal the negative gradient of $E_3$ within numerical error.

Now take the permutation-symmetric noisy tensor and impose inversion, but not the sum rules. Its force under a uniform displacement is $8\times10^{-18}$ eV/Å, apparently perfect. Yet the rigid shift of the distorted crystal changes a force by 0.040 eV/Å. The uniform-displacement check has missed the error.

## Consequence for phonon coupling

Let three phonons have wave vectors $q_1+q_2+q=0$ and real polarization vectors $e_1,e_2,e_3$. Apart from a factor $N^{-1/2}$ for $N$ cells, their coupling is

$$\mathcal V=\ell_1\ell_2\ell_3\sum_{RR',abc}\Phi^{abc}(0,R,R')
e_{1a}e_{2b}e_{3c}e^{iq_2\cdot R+iq\cdot R'},\qquad
\ell_i=\frac1{\sqrt{2M_{\rm at}\omega_i}},$$

where $M_{\rm at}$ is the atomic mass. For small $q$, use $e^{iq\cdot R'}=1+iq\cdot R'+\dots$. The first term contains $G_R^{abc}$ and vanishes if the sum rules hold; the second is proportional to $q$. An acoustic frequency proportional to $q$ gives $\ell_3\propto q^{-1/2}$. Therefore $|\mathcal V|\propto q^{1/2}$ generically with the sum rules, and $q^{-1/2}$ when a constant remains.

The example keeps $q_2=(0.5,0.3,0.1)$ in units of $2\pi/a$ and the soft direction $(1,2,3)$ fixed, with the highest branch for all three phonons. The values of $\sqrt N|\mathcal V|$ in meV are:

| $q$ ($2\pi/a$) | Permutation only | Corrected | True |
|---|---:|---:|---:|
| 0.1 | 0.662 | 0.654 | 0.665 |
| 0.01 | 0.306 | 0.207 | 0.210 |
| 0.001 | 0.707 | 0.065 | 0.066 |

The close agreement of the last two columns is shown only for these branches and this noise sample. The projection restores the correct power of $q$, but noise remains in the coefficient: at $q=0.001$ the corrected value differs from the true one by about 1.5% here, and the relative error is larger wherever the true coupling of a combination of branches is small compared with the surviving noise.

At still smaller $q$ the fitted powers are $-0.500$ and $0.500$ for the first two tensors. At $q=0.001$ the squared coupling is too large by $(0.707/0.066)^2\approx110$ without the sum rules. The spurious and true parts are comparable near $q=0.001\times0.707/0.066\approx0.011$. With $a=\sqrt2r_0=3.83$ Å, this is a wavelength of about $3.83/0.011\approx350$ Å, or 35 nm. The crossover belongs to this noise sample and these modes.

Inversion symmetry hides part of this error as well. Combining $G_R^{abc}=G_{-R}^{bac}$ with $G_{-R}=-G_R$ gives $G_R^{abc}=-G_R^{bac}$. Contraction with two equal polarization vectors is then zero, so the spurious constant disappears for equal branches. It can survive between different branches: the measured powers are $0.500$ and $-0.508$, respectively.

These are coupling strengths. A phonon lifetime also requires energy conservation, occupations and a sum over all partners.

## What the projection leaves uncorrected

Rotational invariance is a separate condition. Under a small rotation $W$ of a stress-free crystal, the harmonic tensor $\Phi_2$ must rotate with the atoms:

$$\sum_{R',c}\Phi^{abc}(0,R,R')(WR')_c=
[W\Phi_2(0,R)-\Phi_2(0,R)W]_{ab}.$$

For this noise sample, the norm of the corrected tensor's violation is 56% of the norm of the right-hand side. Averaging the same tensor over the cubic point group reduces the violation to 7% and the RMS error to 0.051 eV/Å$^3$. Ten free constants then remain, so the expected error is $0.556\sqrt{10/2295}=0.037$ eV/Å$^3$; this sample lies well above it. The average preserves both sets of constraints, because symmetry operations map each set onto itself. It should be added when the crystal has that symmetry.

The bond parameters and mass are roughly those of iridium, but the triangle constant was chosen only to supply a three-body term. Under uniform stretching $s$ the energy per atom is $6V(r_0+s)+8gs^3$, so the pressure derivative of the bulk modulus is $1-r_0(V'''+8g)/(3V'')=12.4$. Without triangles it would be 5.3, and values near 5 are usual for metals. The couplings therefore illustrate the method and are not estimates for iridium. The model's bulk modulus is 285 GPa, against roughly 350 GPa for the metal. Several omissions can be sized within the model:

- The cubic bond tensor at the second-neighbour distance has 2.5% of the first-neighbour norm. Opposite second neighbours cancel in the home-site sum, so dropping this pair term does not make the retained tensor infeasible; longer three-body terms have no such general protection.
- Equating the mean potential energy of six bonds per atom to half the quantum vibrational energy at 300 K gives an RMS bond extension $s=0.052$ Å. Refining the wave-vector mesh from 8 to 12 points per direction changes no printed digit.
- At this extension the ratio of quartic to cubic bond force is $|V''''s/(3V''')|=(14\alpha/18)s=0.064$, so for pure stretching of one bond the omitted quartic force is about 6% of the cubic force. This understates the effect in the crystal, where atoms also move sideways and the forces of many bonds add. For independent random displacements with the same RMS bond extension, the RMS quartic force on an atom is about 12% of the cubic one, or about 20% if the triangle terms are left out.

In metallic iridium, electrons also carry heat and scatter phonons. Neither effect is included, and their influence on a conductivity cannot be inferred from these couplings. In a thin film, atoms near a surface need their own force constants, with the same constraints written for each inequivalent atom. The full numerical output follows.

## Numbers as computed

```
Neighbour distance: 2.71 angstrom
Morse depth: 1 eV
Morse alpha: 1.6 1/angstrom
Triangle constant: -5 eV/angstrom^3
Atomic mass: 192.2 u
Bond stiffness: 5.12 eV/angstrom^2
Bond third derivative: -24.576 eV/angstrom^3
Model bulk modulus: 285.39 GPa
LA phonon energy at X: 29.847 meV
Displacement step: 0.03 angstrom
Force noise: 0.001 eV/angstrom
Expected entry noise: 0.55556 eV/angstrom^3
Triplets, components: 85, 2295
Orbits, sum-rule rows: 442, 351
Independent sum rules, free constants: 169, 273
RMS true constant: 5.0956 eV/angstrom^3
RMS error, raw: 0.56852 eV/angstrom^3
RMS error, permutation only: 0.25608 eV/angstrom^3
RMS error, corrected: 0.20347 eV/angstrom^3
Same corrected error: 0.001108 hartree/bohr^3
White-noise RMS factor, predicted: 0.3449
White-noise RMS factor, sampled: 0.34406
Largest sum violation, raw: 4.8741 eV/angstrom^3
Largest permutation violation, raw: 2.8142 eV/angstrom^3
Largest sum violation, corrected: 8.3045e-14 eV/angstrom^3
Permutation violation, corrected: 0 eV/angstrom^3
Permutation left if sum fixed last: 0.4065 eV/angstrom^3
Sum left if permutation fixed last: 1.5622 eV/angstrom^3
Largest LSQR difference: 4.7451e-13 eV/angstrom^3
Alternating cycles to 1e-8 of initial error: 69
Cycle factor, predicted and measured: 0.77778, 0.77777
Uniform displacement: 0.1 angstrom
Uniform cubic force, raw: 0.013982 eV/angstrom
Uniform cubic force, corrected: 3.3438e-16 eV/angstrom
Uniform cubic force, inversion-odd: 8.4503e-18 eV/angstrom
Force change on shift, permutation only: 0.086572 eV/angstrom
Force change on shift, inversion-odd: 0.039582 eV/angstrom
Force change on shift, corrected: 3.0337e-15 eV/angstrom
Relative gradient mismatch, sum last: 0.0040886
Vertex*sqrt(cells), meV: permutation only, corrected, true
  q=0.1 (2pi/a): 0.6615, 0.6542, 0.6653
  q=0.01 (2pi/a): 0.3058, 0.2065, 0.2098
  q=0.001 (2pi/a): 0.7072, 0.06529, 0.06632
Soft powers, permutation only and corrected: -0.500, 0.500
Inversion-odd powers, same and mixed branch: 0.500, -0.508
RMS finite-difference bias: 0.0042942 eV/angstrom^3
Second/first-neighbour bond tensor norm: 0.025277
RMS bond stretch at 300 K: 0.051603 angstrom
Stretch shift, mesh 8 to 12: 0 angstrom
Quartic/cubic bond force at that stretch: 0.064218
RMS error after point-group average: 0.050731 eV/angstrom^3
Relative rotation violation, corrected and averaged: 0.561, 0.07404
```
